**Chip lifetime from the first failure among a million lines**

For $N$ independent lines with lognormal lifetimes $t$, of median $t_{50}$ and standard deviation $s$ of $\ln t$, a fraction $F$ of chips has failed at $t_F=t_{50}/R$. Here $R=e^{sz}$, $\Phi(-z)=1-(1-F)^{1/N}$, and $\Phi$ is the standard normal distribution function. For $N=10^6$, $s=0.4$ and $F=0.001$, the output gives $R=11.01$. The program asserts that direct integration of the lifetime density reproduces $F$, that the elementary tail bounds enclose the quantile, and that finite differences agree with the sensitivities. Simulated chips test the first-failure law, including at full size for the chip median, and smaller chips test the formulas for shared variation and mixed populations. Quadrature tests the temperature factor and the incubation formula, and simulated samples test the coverage of the interval for $s$. With rough copper-line values, the output gives a 0.1 percent chip lifetime of 25 years. It also shows $R$ moving to 16.3 with a small hot region and to 5.5 with an incubation time.

## Program and output

```python
"""Chip lifetime from the first failure among many independent lines.

Result under test: if N line lifetimes are independent and lognormal with
median t50 and log-spread s, a fraction F of chips has failed at t_F, with
    R = t50/t_F = exp(s*z),  Phi(-z) = p,  p = 1-(1-F)**(1/N).
For N = 1e6, s = 0.4, F = 0.001, R is about eleven.
Phi and phi are the standard normal distribution and density.
Logarithmic times y are ln(t/t50). Rough copper-line values are used
for the engineering example.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import log_ndtr, ndtr, ndtri
from scipy.stats import chi2

N = 1_000_000
s = 0.4
F = 0.001


def phi(x):
    return np.exp(-x*x/2)/np.sqrt(2*np.pi)


def line_probability(fraction, lines):
    return -np.expm1(np.log1p(-fraction)/lines)


def ratio(fraction, lines, spread):
    return np.exp(-spread*ndtri(line_probability(fraction, lines)))


p = line_probability(F, N)
z = -ndtri(p)
R = ratio(F, N, s)


# Direct integration of the lifetime density, then the chip probability.
def density(t):
    return np.exp(-np.log(t)**2/(2*s*s))/(t*s*np.sqrt(2*np.pi))


p_integral = quad(density, 0, 1/R, epsabs=0, epsrel=1e-10, limit=200)[0]
mp.mp.dps = 40
F_integral = float(1-(1-mp.mpf(p_integral))**N)
assert abs(F_integral/F-1) < 1e-7
assert 10.5 < R < 11.5

# Elementary tail bounds enclose the required quantile.
z_low, z_high = 5.99, 6.0
tail_lower = phi(z_low)/z_low*(1-1/z_low**2)
tail_upper = phi(z_high)/z_high*(1-1/z_high**2+3/z_high**4)
p_lower, p_upper = F/N, -np.log1p(-F)/N
assert p_lower < p < p_upper
assert tail_upper < p_lower and p_upper < tail_lower
for value in (z_low, z_high):
    tail = quad(phi, value, value+10, epsabs=0, epsrel=1e-10)[0]
    lower = phi(value)/value*(1-1/value**2)
    upper = phi(value)/value*(1-1/value**2+3/value**4)
    assert lower < tail < upper

# Sensitivities against central finite differences.
slope_N = s*p/phi(z)
h = 1e-3
difference_N = np.log(ratio(F, N*np.exp(h), s)
                      / ratio(F, N*np.exp(-h), s))/(2*h)
difference_s = np.log(ratio(F, N, s+h)/ratio(F, N, s-h))/(2*h)
assert abs(difference_N/slope_N-1) < 1e-5
assert abs(difference_s/z-1) < 1e-8


# Chip failure when part of the log-variance is shared by all its lines.
def shared_failure(y, lines, share):
    u = np.linspace(-9, 9, 4001)
    x = (y/s-np.sqrt(share)*u)/np.sqrt(1-share)
    return trapezoid(phi(u)*(-np.expm1(lines*log_ndtr(-x))), u)


# Chip failure when a fixed fraction of lines ages faster.
def mixed_failure(y, lines, fraction, speedup):
    log_survival = lines*((1-fraction)*log_ndtr(-y/s)
                          + fraction*log_ndtr(-(y+np.log(speedup))/s))
    return -np.expm1(log_survival)


def solve_log_time(target, function, *parameters):
    return brentq(lambda y: function(y, *parameters)-target, -6, 0.5,
                  xtol=1e-12)


# Simulated small chips test all three chip-failure laws.
rng = np.random.default_rng(12345)
small_N, small_F, chips = 1000, 0.05, 20000
y_plain = -np.log(ratio(small_F, small_N, s))
y_shared = solve_log_time(small_F, shared_failure, small_N, 0.5)
y_mixed = solve_log_time(small_F, mixed_failure, small_N, 0.01, 3.0)
counts = np.zeros(3)
for _ in range(20):
    logs = s*rng.standard_normal((chips//20, small_N))
    first = logs.min(axis=1)
    common = s*rng.standard_normal(chips//20)
    first_shared = np.sqrt(0.5)*(first+common)
    first_mixed = np.minimum(logs[:, 10:].min(axis=1),
                             logs[:, :10].min(axis=1)-np.log(3.0))
    counts += [np.sum(first < y_plain), np.sum(first_shared < y_shared),
               np.sum(first_mixed < y_mixed)]
simulated = counts/chips
# The tolerance is about 4.5 standard errors of each simulated fraction.
assert np.all(np.abs(simulated-small_F) < 0.007)

# Full-size chips at the predicted chip median.
R_chip_median = ratio(0.5, N, s)
full_chips = 200
failed = sum(s*rng.standard_normal(N).min() < -np.log(R_chip_median)
             for _ in range(full_chips))
full_fraction = failed/full_chips
assert abs(full_fraction-0.5) < 0.15  # about four standard errors

R_single = np.exp(-s*ndtri(F))
wrong_product = R_chip_median*R_single
assert wrong_product > 1.5*R

# Engineering example and the temperature factor.
k_eV = constants.k/constants.e
Ea = 0.9
T_test = constants.convert_temperature(300, 'Celsius', 'Kelvin')
T_use = constants.convert_temperature(105, 'Celsius', 'Kelvin')
j_test, j_use, exponent = 2.0, 1.0, 1.0
test_median_h = 100.0


def thermal_factor(cold, hot, energy=Ea):
    return np.exp(energy/k_eV*(1/cold-1/hot))


thermal = thermal_factor(T_use, T_test)
log_thermal = quad(lambda T: Ea/(k_eV*T*T), T_use, T_test)[0]
assert abs(np.log(thermal)/log_thermal-1) < 1e-9
current_factor = (j_test/j_use)**exponent
hours_per_year = constants.Julian_year/constants.hour
use_median = test_median_h*thermal*current_factor/hours_per_year
chip_life = use_median/R

# Sizes of neglected effects.
R_shared_20 = np.exp(-solve_log_time(F, shared_failure, N, 0.2))
R_shared_50 = np.exp(-solve_log_time(F, shared_failure, N, 0.5))
assert R_shared_50 < R_shared_20 < R
hot_speedup = thermal_factor(T_use, T_use+10)
R_hot = np.exp(-solve_log_time(F, mixed_failure, N, 0.01, hot_speedup))
R_weak = np.exp(-solve_log_time(F, mixed_failure, N, 1e-4, 3.0))
assert R_hot > R and R_weak > R

delay = 0.1
R_delay = 1/(delay+(1-delay)/R)
p_delay = quad(lambda t: density((t-delay)/(1-delay))/(1-delay),
               delay, 1/R_delay, epsabs=0, epsrel=1e-10, limit=200)[0]
assert abs(p_delay/p-1) < 1e-7

sample = 30
s_low = s*np.sqrt((sample-1)/chi2.ppf(0.95, sample-1))
s_high = s*np.sqrt((sample-1)/chi2.ppf(0.05, sample-1))
estimates = (s*rng.standard_normal((20000, sample))).std(axis=1, ddof=1)
coverage = np.mean((estimates*s_low/s < s) & (s < estimates*s_high/s))
assert abs(coverage-0.9) < 0.01  # over four standard errors

joule_life = 1/thermal_factor(T_use, T_use+5)
energy_life = thermal_factor(T_use, T_test, Ea-0.05)/thermal
length_um, threshold_A_cm = 100.0, 3000.0
j_threshold = threshold_A_cm/(length_um*1e-4)/1e6
back_stress_life = ((j_test-j_threshold)/(j_use-j_threshold)
                    / current_factor)

print(f"Lines per chip N: {N}")
print(f"Log-spread s: {s:.2f}")
print(f"Chip failure fraction F: {F:.4f}")
print(f"Lower bound F/N: {p_lower:.5e}")
print(f"Line failure probability p: {p:.5e}")
print(f"Upper bound L/N: {p_upper:.7e}")
print(f"Tail lower bound at z=5.99: {tail_lower:.4e}")
print(f"Tail upper bound at z=6: {tail_upper:.4e}")
print(f"Quantile z: {z:.5f}")
print(f"R at z=5.99: {np.exp(s*z_low):.3f}")
print(f"R at z=6: {np.exp(s*z_high):.3f}")
print(f"Result R = t50/t_F: {R:.3f}")
print(f"t_F/t50: {1/R:.5f}")
print(f"F from direct integration: {F_integral:.8f}")
print(f"Single-line 0.1 percent factor: {R_single:.3f}")
print(f"Chip-median factor: {R_chip_median:.3f}")
print(f"Wrong product of factors: {wrong_product:.2f}")
print(f"Slope d ln R/d ln N: {slope_N:.4f}")
print(f"R for ten times more lines: {ratio(F, 10*N, s):.2f}")
print(f"R for s=0.5: {ratio(F, N, 0.5):.2f}")
print("Simulated small-chip fractions (target 0.05):")
print("  plain, shared, mixed:", *[f"{x:.4f}" for x in simulated])
print(f"Full-size simulated median fraction: {full_fraction:.3f}")
print(f"Test median: {test_median_h:.0f} h")
print(f"Test and use temperature: {T_test:.2f}, {T_use:.2f} K")
print(f"Test and use current density: {j_test:.1f}, {j_use:.1f} MA/cm2")
print(f"Activation energy: {Ea:.2f} eV; exponent: {exponent:.0f}")
print(f"Thermal factor: {thermal:.0f}")
print(f"Current factor: {current_factor:.2f}")
print(f"Line median in use: {use_median:.1f} years")
print(f"0.1 percent chip life in use: {chip_life:.1f} years")
print(f"R, 20 percent variance shared: {R_shared_20:.2f}")
print(f"R, 50 percent variance shared: {R_shared_50:.2f}")
print(f"Ageing speedup for 10 K: {hot_speedup:.3f}")
print(f"R, 1 percent of lines 10 K hotter: {R_hot:.2f}")
print(f"R, 1e-4 weak lines, median/3: {R_weak:.2f}")
print(f"R, incubation 0.1 t50: {R_delay:.2f}")
print(f"90 percent range of s, 30 tests: {s_low:.3f} to {s_high:.3f}")
print(f"R over that range: {np.exp(s_low*z):.2f} to "
      f"{np.exp(s_high*z):.2f}")
print(f"Simulated coverage of s interval: {coverage:.3f}")
print(f"Life multiplier, all lines 5 K hotter: {joule_life:.3f}")
print(f"Life multiplier, Ea lower by 0.05 eV: {energy_life:.3f}")
print(f"Line length: {length_um:.0f} um")
print(f"Threshold product: {threshold_A_cm:.0f} A/cm")
print(f"Threshold current density: {j_threshold:.2f} MA/cm2")
print(f"Life multiplier, back stress: {back_stress_life:.3f}")
print("success")
```

Output:

```
Lines per chip N: 1000000
Log-spread s: 0.40
Chip failure fraction F: 0.0010
Lower bound F/N: 1.00000e-09
Line failure probability p: 1.00050e-09
Upper bound L/N: 1.0005003e-09
Tail lower bound at z=5.99: 1.0470e-09
Tail upper bound at z=6: 9.8686e-10
Quantile z: 5.99773
R at z=5.99: 10.979
R at z=6: 11.023
Result R = t50/t_F: 11.013
t_F/t50: 0.09080
F from direct integration: 0.00100000
Single-line 0.1 percent factor: 3.442
Chip-median factor: 6.895
Wrong product of factors: 23.73
Slope d ln R/d ln N: 0.0650
R for ten times more lines: 12.74
R for s=0.5: 20.06
Simulated small-chip fractions (target 0.05):
  plain, shared, mixed: 0.0508 0.0513 0.0498
Full-size simulated median fraction: 0.500
Test median: 100 h
Test and use temperature: 573.15, 378.15 K
Test and use current density: 2.0, 1.0 MA/cm2
Activation energy: 0.90 eV; exponent: 1
Thermal factor: 12048
Current factor: 2.00
Line median in use: 274.9 years
0.1 percent chip life in use: 25.0 years
R, 20 percent variance shared: 10.92
R, 50 percent variance shared: 9.81
Ageing speedup for 10 K: 2.037
R, 1 percent of lines 10 K hotter: 16.30
R, 1e-4 weak lines, median/3: 16.52
R, incubation 0.1 t50: 5.50
90 percent range of s, 30 tests: 0.330 to 0.512
R over that range: 7.25 to 21.54
Simulated coverage of s interval: 0.901
Life multiplier, all lines 5 K hotter: 0.697
Life multiplier, Ea lower by 0.05 eV: 0.593
Line length: 100 um
Threshold product: 3000 A/cm
Threshold current density: 0.30 MA/cm2
Life multiplier, back stress: 1.214
success
```
